# Knudsen Diffusivity in a Circular Tube from Cosine-Law Wall Flights

A calculation of how a precursor gas fills a deep, narrow hole during atomic layer deposition needs one transport coefficient before anything else: the axial diffusivity \(D\) of molecules that meet the wall far more often than they meet each other. It sets how fast the gas spreads along a passive wall and, together with the surface reaction and the dose, the depth to which a coating reaches. For a circular hole of diameter \(d\) the value to enter is \(D=d\bar v/3\), where \(\bar v\) is the mean speed of the gas. The coefficient follows from the statistics of single flights between wall hits, provided that flight times are averaged correctly.

The tube is taken as straight, circular and infinitely long. Molecules are points that collide with the wall alone. At each hit a molecule forgets its arrival and leaves at once, with a direction drawn from the cosine law and a speed drawn from thermal emission at the wall temperature. In atomic units the temperature is an energy \(T\), and the molecular mass \(m\) is in electron masses.

Put the origin at the point of emission, the \(x\) axis along the inward normal and the \(z\) axis along the tube. Let \(\alpha\) be the angle between the direction of flight and the tube axis, and \(\beta\) the angle between its transverse projection and the normal:
\[
\mathbf n=(\sin\alpha\cos\beta,\ \sin\alpha\sin\beta,\ \cos\alpha),\qquad 0<\alpha<\pi,\quad -\tfrac{\pi}{2}<\beta<\tfrac{\pi}{2}.
\]
The wall is the surface \((x-d/2)^2+y^2=d^2/4\), or \(x^2+y^2=xd\). Inserting the point \(\ell\mathbf n\) gives \(\ell^2\sin^2\alpha=\ell d\sin\alpha\cos\beta\). The nonzero root is the flight length, and its axial component is the displacement:
\[
\ell=\frac{d\cos\beta}{\sin\alpha},\qquad z=\ell\cos\alpha=d\cos\beta\cot\alpha .
\]

The cosine law gives a solid angle \(d\Omega\) the probability \(n_x\,d\Omega/\pi\). With \(d\Omega=\sin\alpha\,d\alpha\,d\beta\),
\[
dP=\frac1\pi\,\sin^2\alpha\,\cos\beta\;d\alpha\,d\beta .
\]
The integrals \(\int_0^\pi\sin^2\alpha\,d\alpha=\pi/2\) and \(\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta=2\) show that it is normalized. The mean flight length is
\[
\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac d\pi\cdot2\cdot\frac\pi2=d .
\]
In the mean square displacement, the factor \(\sin^2\alpha\) of the weight cancels the denominator of \(\cot^2\alpha\):
\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta .
\]
The first integral is \(\pi/2\). With \(u=\sin\beta\) the second is \(\int_{-1}^{1}(1-u^2)\,du=4/3\). Therefore
\[
\boxed{\langle z^2\rangle=\tfrac23\,d^2},\qquad \langle z\rangle=0,
\]
the second result because \(\alpha\) and \(\pi-\alpha\) are equally likely.

The mean duration is \(\langle t\rangle=\langle\ell/v\rangle=\langle\ell\rangle\langle1/v\rangle\), since emitted speed and direction are independent. The gas in the tube has the speed distribution \(f(v)\propto v^2e^{-av^2}\) with \(a=m/(2T)\), and its mean speed is
\[
\bar v=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8T}{\pi m}} .
\]
Fast molecules strike and leave the wall more often, so emitted molecules have the distribution \(vf(v)/\bar v\). Their mean inverse speed is
\[
\left\langle\frac1v\right\rangle=\int_0^\infty\frac1v\,\frac{vf(v)}{\bar v}\,dv=\frac1{\bar v},
\qquad\text{so}\qquad \langle t\rangle=\frac d{\bar v}.
\]
The mean speed of emitted molecules is larger than \(\bar v\):
\[
\langle v\rangle=\frac{\int_0^\infty v^4e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}
=\frac{3\sqrt\pi}{4\sqrt a}=\frac{3\pi}{8}\,\bar v .
\]
Using \(d/\langle v\rangle\) as the flight time would thus make \(D\) too large by the factor \(3\pi/8=1.178\).

To pass from flights to diffusion, let \(N\) be the number of the flight in progress at time \(t\), and \(Z_N=z_1+\dots+z_N\) the position at its end. Whether flight \(j\) has begun by time \(t\) depends on the durations of earlier flights only, so it is independent of \(z_j\). In \(\langle Z_N^2\rangle\) every cross term \(z_iz_j\) with \(i<j\) then contains the factor \(\langle z_j\rangle=0\), and the squares give
\[
\langle Z_N^2\rangle=\langle N\rangle\langle z^2\rangle .
\]
The same reasoning for the durations shows that their sum has mean \(\langle N\rangle\langle t\rangle\). This sum exceeds \(t\) by the unfinished part of the last flight, whose mean stays bounded because \(\langle t^2\rangle=\langle\ell^2\rangle\langle1/v^2\rangle\) is finite. Hence \(\langle N\rangle/t\to1/\langle t\rangle\).

The true position at time \(t\) differs from \(Z_N\) by the untravelled part of one flight. For large \(t\) the mean square of that part is at most about \(\langle t\rangle^{-1}\int_0^t g(s)\,ds\), where \(g(s)\) is the contribution to \(\langle z^2\rangle\) from flights lasting longer than \(s\). Since \(\langle z^2\rangle\) is finite, \(g(s)\to0\), and the integral grows more slowly than \(t\). The difference drops out of the long-time slope, leaving
\[
\boxed{D=\lim_{t\to\infty}\frac{\langle Z^2(t)\rangle}{2t}=\frac{\langle z^2\rangle}{2\langle t\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}} .
\]
Long flights tend to last long, but this correlation between \(|z|\) and duration does not enter, because \(\langle z\rangle=0\). A simulated walk of 40,000 molecules over a time \(300\,d/\bar v\) gave \(D=0.331\,d\bar v\), with sampling and finite-time errors of order one percent.

The gas in the interior gives the same coefficient by another route. The diffusivity is the time integral of the velocity autocorrelation \(\langle v_z(0)v_z(t)\rangle\) in equilibrium. Until the next wall hit \(v_z\) is constant; afterwards its mean is zero whatever it was before. If \(s\) is the distance to the wall along the direction of flight, then
\[
D=\left\langle v_z^2\,\frac sv\right\rangle=\bar v\,\langle s\cos^2\alpha\rangle,\qquad s=\frac b{\sin\alpha},
\]
where \(b\) is the transverse distance to the wall. For a fixed transverse direction, a chord at offset \(h\) from the centre has length \(c=\sqrt{d^2-4h^2}\), and points spread evenly along it have mean forward distance \(c/2\). Weighting chords by their length gives
\[
\langle b\rangle=\frac{\int_{-d/2}^{d/2}\tfrac12c^2\,dh}{\int_{-d/2}^{d/2}c\,dh}=\frac{d^3/3}{\pi d^2/4}=\frac{4d}{3\pi}.
\]
Directions are isotropic here, so \(\langle\cos^2\alpha/\sin\alpha\rangle=\tfrac12\int_0^\pi\cos^2\alpha\,d\alpha=\pi/4\). The product is again \(D=d\bar v/3\).

The full distribution of \(z\) shows how much of this transport rests on rare events. Set \(x=|z|/d\) and \(q=\cot\alpha\), so that \(\sin^2\alpha\,|d\alpha|=dq/(1+q^2)^2\). At fixed \(\beta\), \(q=x/\cos\beta\) on the positive side, and the density of \(z\) is
\[
p=\frac1{\pi d}\int_{-\pi/2}^{\pi/2}\frac{\cos^4\beta}{(\cos^2\beta+x^2)^2}\,d\beta .
\]
The integrand equals \(1-2x^2/(\cos^2\beta+x^2)+x^4/(\cos^2\beta+x^2)^2\). With \(\tan\beta\) as variable,
\[
\int_{-\pi/2}^{\pi/2}\frac{d\beta}{\cos^2\beta+A}=\frac{\pi}{\sqrt{A(A+1)}},\qquad
\int_{-\pi/2}^{\pi/2}\frac{d\beta}{(\cos^2\beta+A)^2}=\frac{\pi(2A+1)}{2[A(A+1)]^{3/2}},
\]
the second being minus the derivative of the first with respect to \(A\). Setting \(A=x^2\) and collecting terms,
\[
p=\frac1d\left[1-\frac{2x}{\sqrt{x^2+1}}+\frac{x(2x^2+1)}{2(x^2+1)^{3/2}}\right]
=\frac1d\left[1-\frac{x\,(x^2+\tfrac32)}{(x^2+1)^{3/2}}\right].
\]
The probability of a displacement beyond \(xd\) in one chosen direction is
\[
S(x)=\sqrt{x^2+1}-x-\frac1{2\sqrt{x^2+1}},
\]
since \(-dS/dx=pd\) and \(S\) vanishes at infinity. For large \(x\) the first two terms give \(1/(2x)-1/(8x^3)\) and the last gives \(-1/(2x)+1/(4x^3)\), so \(S\simeq1/(8x^3)\) and \(p\simeq3/(8x^4d)\).

For \(X\gg1\), flights longer than \(Xd\) along the axis therefore contribute, to leading order,
\[
2d^2\int_X^\infty x^2\,\frac{3}{8x^4}\,dx=\frac{3d^2}{4X},
\]
which is a fraction \(9/(8X)\) of \(2d^2/3\). For \(X=10\), a fraction 0.000248 of all flights carries 11.2 % of the mean square. The third absolute moment diverges logarithmically and the fourth linearly. A direct random sample of \(z^2\) consequently has infinite variance, and its average settles more slowly than the usual inverse square root of the sample size.

The closed cross-section of the tube keeps the second moment finite, because no transverse path is longer than \(d\). Between parallel plates a distance \(h\) apart, a flight at angle \(\theta\) to the normal moves sideways by \(h\tan\theta\), and its mean square is
\[
h^2\int_0^{\pi/2}\tan^2\theta\;2\sin\theta\cos\theta\,d\theta=2h^2\int_0^{\pi/2}\frac{\sin^3\theta}{\cos\theta}\,d\theta ,
\]
which diverges logarithmically at grazing angles. A wide flat slit thus needs a cutoff, from its finite size or from gas collisions, before a diffusivity can be assigned to it.

A tube of finite length \(L\), open at both ends, shows where the diffusive description itself is approximate. With gas density \(n\) at one mouth and none at the other, diffusion carries a flux \(Dn/L\) per area, while \(n\bar v/4\) enters. The predicted transmission probability is
\[
W\simeq\frac{4D}{\bar vL}=\frac{4d}{3L}\qquad(L\gg d).
\]
The flight statistics determine \(W\) without assuming diffusion. Let \(w(z)\) be the probability that a molecule leaving the wall at \(z\) finally exits at \(L\). It exits directly or lands elsewhere on the wall:
\[
w(z)=S\!\left(\frac{L-z}d\right)+\int_0^Lp(z-z')\,w(z')\,dz' .
\]
Cosine-law exchange between two surfaces is symmetric once each probability is multiplied by the area of its source. A wall ring of area \(\pi d\,dz\) reaches the mouth, of area \(\pi d^2/4\), with probability \(S(z/d)\); a molecule entering the mouth therefore lands on that ring with probability \((4/d)S(z/d)\,dz\). Thus
\[
W=1-\frac4d\int_0^LS\!\left(\frac zd\right)[1-w(z)]\,dz .
\]
Solving these equations numerically for \(L=100d\) and \(200d\), and taking \(D\) from the increase of \(1/W\) between them, gives \(0.3341\,d\bar v\). This lies within 0.3 % of one third, but partly by cancellation: the grid of 2000 cells raises the value by about 0.5 %, and on a fine grid it settles near \(0.3325\,d\bar v\), about 0.25 % below one third because of the remaining end effects.

For a deposition example, take trimethylaluminium as single molecules of mass 72.1 u in a hole with \(d=100\) nm and depth \(L=5000\) nm, at 500 K and 0.1 Torr. The thermal energy is 0.04309 eV and the mean speed is \(\bar v=383.2\) m/s. The mean flight time is \(d/\bar v=260.9\) ps, and the root-mean-square axial step is \(\sqrt{2/3}\times100=81.65\) nm. The diffusivity is
\[
D=\frac{(1.000\times10^{-5}\ \mathrm{cm})(3.832\times10^{4}\ \mathrm{cm/s})}{3}=0.1277\ \mathrm{cm^2/s},
\]
or 0.1103 in atomic units. The diffusion time over the depth is \(L^2/(2D)=0.979\) µs. This sets the time scale on which gas spreads along a passive wall; filling the hole almost completely takes longer. It is not a dose time, which also includes the supply of enough molecules to occupy the reactive sites.

Gas collisions are a small correction here. With a rough collision diameter of 0.6 nm the mean free path is \(\lambda=3.24\times10^5\) nm, or \(3.24\times10^3\,d\). If each collision erases the direction of flight, the mean path before a collision or the wall is \(\int_0^se^{-y/\lambda}dy=\lambda(1-e^{-s/\lambda})\), which replaces \(s\) in the interior average. This lowers \(D\) by 0.11 %, more than the simple estimate \(d/\lambda=0.031\,\%\). The excess comes from near-axial flights. For \(s\ll\lambda\) the path shortens by \(s^2/(2\lambda)\), and the average of \(b^2/\sin^2\alpha\) contains \(\int d\alpha/\alpha\), cut off near \(\alpha\sim d/\lambda\). Since \(\langle b^2\rangle=\int\tfrac13c^3dh/\int c\,dh=d^2/4\), the leading relative loss is
\[
\frac{3}{d}\cdot\frac{d^2}{8\lambda}\ln\frac\lambda d=\frac38\,\frac d\lambda\ln\frac\lambda d\approx0.09\,\% .
\]
This estimate treats collision partners as a fixed background; collisions within a pure gas conserve total momentum, so it sizes the effect and no more.

Adsorption on the wall can matter much more. If a molecule stays adsorbed for a mean time \(t_s\) after each flight, the counting argument holds with \(\langle t\rangle+t_s\) in place of \(\langle t\rangle\):
\[
D_{\rm transient}=\frac{d\bar v}{3}\,\frac{\langle t\rangle}{\langle t\rangle+t_s}.
\]
A simulated walk with \(t_s=\langle t\rangle\), otherwise as before, gave \(0.165\,d\bar v\), against the predicted one sixth. For an assumed attempt frequency of \(10^{13}\) s\(^{-1}\), an adsorption energy of 0.3 eV gives a dwell of 106 ps and divides \(D\) by 1.4; 0.5 eV divides it by 43. The two times are equal at 0.339 eV. Dwell delays the filling but leaves \(W\) unchanged, because \(W\) counts where molecules exit and not when.

Specular reflection acts the other way. In a circular tube it preserves \(\alpha\), the speed and the magnitude of \(\beta\), so the next flight repeats the same \(z\). Let a fraction \(f\) of hits be diffuse. A run of \(k\) equal flights then has probability \(f(1-f)^{k-1}\), with \(\langle k\rangle=1/f\) and \(\langle k^2\rangle=(2-f)/f^2\). The mean square grows by \(\langle k^2\rangle\) and the duration by \(\langle k\rangle\), so \(D\) is multiplied by \((2-f)/f\). For an assumed 5 % of specular hits this is \(1.05/0.95=1.105\).

The dimensions and conditions are chosen to illustrate alumina deposition in a deep hole. A real hole is closed at the bottom, may taper, and narrows as the film grows. The open-tube calculation at \(L/d=50\) gives \(W=0.02528\), so \(4d/(3L)=0.02667\) is too high by 5.5 % of the computed value; this sizes the end effect without modelling a closed hole. Finite molecular size narrows the accessible diameter and lowers \(D\) by 0.6 %. During growth the wall is not passive. If each hit reacts with probability \(r\), independently of the path, a molecule starting at the wall makes \(1/r\) flights on average, and its mean-square displacement before reaction is \(2d^2/(3r)\). For an assumed \(r=0.01\) the root-mean-square depth is \(81.65\times10=816\) nm, well short of 5000 nm. Molecules then reach the lower part of the hole in quantity only after the upper wall has become nearly unreactive. In a diffusion model of the whole process, \(d\bar v/3\) is therefore the gas transport coefficient, and adsorption and reaction enter as separate terms. With a uniformly reactive wall this requires \(r\ll1\) and a limited depth. Balancing diffusion against the loss \(r\bar v/4\) per wall area gives a density that decays over the length \(d/\sqrt{3r}\), and the description is good for a few such lengths. Farther in, the true density falls more slowly than this exponential, because single flights have the power-law tail found above. For \(r=0.01\) the decay length is \(5.8\,d\), so the bottom of a hole with \(L=50\,d\) lies beyond that range while the whole wall is reactive. The numerical output lists the remaining values.

## Computed results

```
Tests in units d = 1, vbar = 1
mean flight length: 1 d
mean absolute axial step: 0.5 d
mean-square axial step: 0.666667 d^2
emitted mean speed / gas mean speed: 1.178
D from flight moments: 0.333333 d vbar
D from interior points: 0.33333 d vbar
D from random walk: 0.331 d vbar
D from walk with dwell equal to flight time: 0.165 d vbar
D from long-tube transmission: 0.3341 d vbar
fraction of flights with |z| > 10 d: 0.000248
their share of the mean square: 11.2 %
share of the mean square from |z| > L: 2.25 %
Example: trimethylaluminium in a deep hole
hole diameter d: 100 nm
hole depth L: 5000 nm
aspect ratio L/d: 50
temperature: 500 K
thermal energy: 0.04309 eV
pressure: 0.1 Torr
molecular mass: 72.08 u
mean gas speed: 383.2 m/s
mean flight time: 260.9 ps
rms axial step: 81.65 nm
diffusivity D: 0.1277 cm2/s
diffusivity D in atomic units: 0.1103 bohr^2 per atomic time
diffusion time L^2/(2D): 0.979 us
Neglected effects
assumed collision diameter: 0.6 nm
mean free path: 3.24e+05 nm
Knudsen number: 3.24e+03
loss of D by gas collisions: 0.11 %
simple estimate d / mean free path: 0.031 %
loss of D by molecular size: 0.6 %
long-tube transmission 4d/(3L): 0.02667
transmission with ends, open tube: 0.02528
long-tube formula too high by: 5.5 %
assumed attempt frequency: 1e+13 1/s
dwell at adsorption energy 0.3 eV: 106 ps
  transient D divided by: 1.4
dwell at adsorption energy 0.5 eV: 1.1e+04 ps
  transient D divided by: 43
adsorption energy where dwell = flight time: 0.339 eV
assumed specular fraction: 0.05
  D multiplied by: 1.105
assumed reaction probability per hit: 0.01
  rms depth before reaction: 816 nm
thermal wavelength: 0.0092 nm
```
